Dipole lines of 2p5 3d1: spherical ion and octahedral field

**Question**

I am working through L-edge absorption of an ion with an empty 3d shell, 2p6 3d0 → 2p5 3d1. The final configuration has 6 × 10 = 60 states. With Slater integrals alone I find one allowed line, 1P. Once I add spin-orbit coupling, and then an octahedral field on the 3d electron, further lines appear and I lose track of them.

How many dipole lines are there in each symmetry, is that number guaranteed, and can the matrices be set up by hand? I also don't see how to treat the signs for a hole.

**Answer**

There are three lines in spherical symmetry and seven in an octahedral field. Symmetry makes these upper limits. They are reached for generic parameters, but not for all.

**The model**

Keep one configuration with fixed radial functions. Ignore charge transfer, vibrations and lifetime broadening, and let the crystal field act on 3d alone. Write h for the emptied 2p spin orbital and e for the filled 3d one. With (ab|cd) the Coulomb integral of densities a*b and c*d, the determinants give

⟨h′e′|H|he⟩ = (ε_d − ε_p)δ_hh′δ_ee′ − (e′e|hh′) + (e′h′|he),

plus spin-orbit and crystal-field terms. This is the Bethe-Salpeter pair Hamiltonian in the Tamm-Dancoff form, with unscreened attraction. The interactions with the full 2p shell are isotropic and sit in the orbital energies ε.

The multipole expansion of e²/(4πε0 r12) leaves the radial integrals

Fk = e²/(4πε0) ∫∫ (r<^k/r>^(k+1)) Rp(r1)² Rd(r2)² r1² r2² dr1 dr2,

and Gk, in which Rp(r1)Rd(r1)Rp(r2)Rd(r2) replaces the two squares. The digit in F2, G1, G3 is k, not a power. I measure energies from ε_d − ε_p − F0.

For spin-orbit coupling, a full shell has Σ l·s = 0, so removing an electron leaves −l·s of that electron. The hole has the opposite l and the opposite s, and their product is unchanged. Hence

H_so = −ζp X + ζd Y, X = l_h·s_h/ħ², Y = l_e·s_e/ħ².

**Coulomb energies**

First take the quadrupole repulsion of a p and a d electron. The mean of (3cos²θ − 1)/2 is 2/5, −1/5 for p with |m| = 0, 1, and 2/7, 1/7, −2/7 for d with |m| = 0, 1, 2. Diagonal sums at fixed M_L give, in units of F2,

M_L = 3: F = (−1/5)(−2/7) = 2/35
M_L = 2: F + D = −1/35 − 4/35, so D = −1/5
M_L = 1: F + D + P = (−2 + 2 + 2)/35, so P = 1/5.

An electron and a hole attract, so all signs reverse: P −F2/5, D +F2/5, F −2F2/35.

The last Coulomb term, exchange, contains the transition density between p and d. It vanishes for triplets, and its multipole k acts only on pairs with L = k. For a singlet, the two spin directions add to a factor 2, so the energy is 2N_k Gk, where N_k = Σ_m ⟨d m|P_k(cosθ)|p m⟩². The elements are

k = 1: 2/√15 for m = 0, 1/√5 for m = ±1; N_1 = 4/15 + 2/5 = 2/3
k = 3: 3√15/35 for m = 0, −3√5/35 for m = ±1; N_3 = 27/245 + 18/245 = 9/49.

Thus 1P gains 4G1/3 and 1F gains 18G3/49.

**Counting the levels**

L = 1, 2, 3 with S = 0, 1 gives J = 0, 1, 2, 3, 4 with multiplicities 1, 3, 4, 3, 1. The ground state is 1S0 and the dipole operator is a vector, so J must be 1. Three levels qualify: 1P1, 3P1, 3D1.

In an octahedral field the dipole operator belongs to T1u. All 60 states are odd, so we count T1. Its characters are 3, 0, −1, 1, −1 for the classes E, 8C3, 3C2, 6C4, 6C2′, and therefore

n(T1) = [3(2J+1) − 9χ_J(180°) + 6χ_J(90°)]/24.

For J = 0…4, χ_J(180°) = (−1)^J and χ_J(90°) = 1, 1, −1, −1, 1. This gives n = 0, 1, 0, 1, 1. The total is 3 + 3 + 1 = 7.

**The J = 1 matrix**

Within a term LS, projection replaces s_h and s_e by S/2, and l_h by g_h L with

g_h = [L(L+1) + 2 − 6]/[2L(L+1)], g_e = 1 − g_h.

For 3P1, L·S/ħ² = −1, g_h = −1/2, g_e = 3/2. For 3D1, L·S/ħ² = −3, g_h = 1/6, g_e = 5/6. In the order (1P, 3P, 3D), the diagonals are

X: 0, 1/4, −1/4
Y: 0, −3/4, −5/4.

The off-diagonal elements follow from the eigenvalues. X is 1/2 for a p3/2 hole and −1 for a p1/2 hole; Y is 1 for d5/2 and −3/2 for d3/2. At J = 1 a p1/2 hole can couple only to d3/2, and d5/2 only to a p3/2 hole. Each is one state, say v and w:

X = 1/2 − (3/2)|v⟩⟨v|, Y = −3/2 + (5/2)|w⟩⟨w|.

The diagonals then give v_i² = 1/3, 1/6, 1/2 and w_i² = 3/5, 3/10, 1/10. Choose the phases of the three basis states so that v is positive. Different hole j requires v·w = 0. The three products have sizes √(1/5), √(1/20), √(1/20), and the first equals the sum of the others, so

v = (√(1/3), √(1/6), √(1/2))
w = (√(3/5), −√(3/10), −√(1/10)).

The matrix elements are

H11 = −F2/5 + 4G1/3
H22 = −F2/5 − ζp/4 − 3ζd/4
H33 = F2/5 + ζp/4 − 5ζd/4
a = H12 = (ζp − 3ζd)/(2√2)
b = H13 = (√6/4)(ζp − ζd)
c = H23 = (√3/4)(ζp + ζd).

G3 does not enter. The dipole operator conserves spin and reaches 1P alone, so the relative strength of level n is |⟨1P|n⟩|².

**When are there exactly three?**

Let e1 be the 1P state. Expand it in eigenstates, one component per distinct energy. The vectors e1, He1, H²e1, … span a space whose dimension is the number of nonzero components, because powers of distinct energies are linearly independent. So there are three lines precisely when D = det[e1, He1, H²e1] ≠ 0. The part of H11 in H²e1 proportional to He1 drops out:

D = a(ca + H33 b) − b(H22 a + cb) = c(a² − b²) + ab(H33 − H22).

Insert

a² − b² = (3ζd² − ζp²)/4
ab = (√3/8)(ζp − 3ζd)(ζp − ζd)
H33 − H22 = 2F2/5 + (ζp − ζd)/2.

The terms without F2 are

(√3/16)[(ζp+ζd)(3ζd² − ζp²) + (ζp−3ζd)(ζp−ζd)²]
= (√3/16)(10ζpζd² − 6ζp²ζd),

since the cubes cancel. Therefore

D = (√3/8)[ζpζd(5ζd − 3ζp) + (2F2/5)(ζp − 3ζd)(ζp − ζd)].

For ζd = 0 this is √3 ζp²F2/20: both the 2p spin-orbit coupling and F2 are needed. G1 cannot replace F2, because it shifts only 1P.

**The other T1 levels**

J = 3 works in the same way. In the order (1F, 3F, 3D), projection gives X = 0, −1/6, 1/6 and Y = 0, −1/3, 5/6. Now p1/2 occurs only with d5/2 (state v′), and d3/2 only with p3/2 (state w′):

X = 1/2 − (3/2)|v′⟩⟨v′|, Y = 1 − (5/2)|w′⟩⟨w′|
v′ = (√(1/3), 2/3, √(2/9))
w′ = (√(2/5), −√(8/15), √(1/15)).

The squares come from the diagonals and the signs from v′·w′ = 0. The single J = 4 state, 3F4, has X = 1/2 and Y = 1. Add the Coulomb energies of the terms, and the 7×7 matrix without field is complete.

**The octahedral field**

Let V be −4Dq on t2g and +6Dq on eg. A p hole with t2g gives orbital species A2 + E + T1 + T2, and with eg gives T1 + T2. In terms of L, P is T1, D is E + T2, and F is A2 + T1 + T2.

*Orbital T1.* The state P is the one made by the dipole operator. For z polarization the squared dipole elements are 1/5 (p_x, d_zx), 1/5 (p_y, d_yz) and 4/15 (p_z, d_z²); dividing by their sum 2/3 gives the weights 3/10, 3/10 and 2/5. It is thus 3/5 t2g and 2/5 eg, and F has the weights exchanged. Hence

V_PP = (3/5)(−4) + (2/5)(6) = 0, V_FF = 2, |V_PF| = 10√(6/25) = 2√6 (in Dq).

*Orbital E and T2.* E contains t2g alone, so V = −4. The trace of V over the D term vanishes, since V averages to zero over rotations: 2(−4) + 3x = 0 gives x = 8/3 for the T2 part of D. Its eg weight q obeys −4 + 10q = 8/3, so q = 2/3. The T2 part of F then has −4 + 10/3 = −2/3, and the coupling is 10√(2/9) = 10√2/3.

*From orbital species to J.* For triplets we use L·S/ħ². In 3D it is −3 for J = 1 and 2 for J = 3. In the orbital doublet E it averages to zero, since L has no elements within E. So E has weight 2/5 on J = 1 and 3/5 on J = 3.

In 3F, L·S/ħ² is −1 for J = 3 and 3 for J = 4. The orbital T1 function x(5x² − 3r²) is, on the unit sphere, (15/4 sin³θ − 3 sinθ)cosφ + (5/4)sin³θ cos3φ. The squared norms ∫dΩ of the two parts are 6π/7 and 10π/7, in the ratio 3:5. Adding i times the y function turns cosφ into e^(iφ) and cos3φ into e^(−3iφ). The circular T1 state therefore has M = 1 and M = −3 with weights 3/8 and 5/8, and ⟨L_z⟩/ħ = 3/8 − 15/8 = −3/2. Orbital T1 thus acts as a unit angular momentum times −3/2. Coupling two unit momenta to a total of one gives a scalar product −1, so L·S/ħ² = 3/2. With weight y on J = 3, −y + 3(1 − y) = 3/2, so y = 3/8.

*Signs.* Write 3D1 and so on for the T1 states, with signs ε, τ, κ = ±1 still open:

E = √(2/5) 3D1 + ε√(3/5) 3D3
T2(D) = √(3/5) 3D1 − ε√(2/5) 3D3
T1(F) = √(3/8) 3F3 + √(5/8) 3F4
T2(F) = √(5/8) 3F3 − √(3/8) 3F4.

The phase of 3F4 is free. The common phase of the J = 3 states is chosen so that ⟨1P|V|1F⟩ = +2√6. Let τ be the sign of the triplet P–F coupling and κ that of D–F. V acts on the electron alone, so it commutes with X and cannot change the j of the hole. Thus Vv must lie in the space of v and v′. It has no J = 1 part, because V_PP = 0 and ⟨3D1|V|3D1⟩ = (2/5)(−4) + (3/5)(8/3) = 0. So Vv = βv′, and component by component:

1F3: 2√6/√3 = β/√3, so β = 2√6
3F3: √(3/2)(τ + 5κ/3) = (2/3)β = √(3/2)(8/3), so τ = κ = 1
3D3: −4ε/√3 = β√(2/9) = 4/√3, so ε = −1
3F4: √(5/2)(τ − κ) = 0, as required.

The nonzero elements of V/Dq are then

1P1–1F3: 2√6; 1F3–1F3: 2
3P1–3F3: 3; 3P1–3F4: √15
3D1–3F3: 5/√3; 3D1–3D3: 4√6/3; 3D1–3F4: −√5
3F3–3F3: 1/3; 3F3–3D3: 5√2/3; 3F3–3F4: √15/3
3D3–3D3: −4/3; 3D3–3F4: −√(10/3); 3F4–3F4: 1.

**Why seven is generic**

There are seven lines when the seven vectors e1, He1, …, H⁶e1 are independent. Their determinant is a polynomial in the parameters. If it is nonzero at one point, it vanishes at most on a set of measure zero. The example below supplies that point.

In a weak field, V mixes J = 1 character into the J = 3 and J = 4 levels with amplitudes proportional to Dq, away from degeneracies. The new strengths should grow as Dq². For the example's other parameters, doubling 10Dq from 2 × 10⁻⁴ to 4 × 10⁻⁴ eV multiplies all four by 4.00 to within rounding.

**A worked example**

Take round model parameters, not assigned to a material: F2 = 5, G1 = 3.5, G3 = 2, ζp = 4, ζd = 0.05 and 10Dq = 2, all in eV. Then

H11 = −1 + 4.667 = 3.667 eV
H22 = −1 − 1 − 0.0375 = −2.0375 eV
H33 = 1 + 1 − 0.0625 = 1.9375 eV
a = 3.85/2.828 = 1.361 eV, b = 0.6124 × 3.95 = 2.419 eV, c = 0.4330 × 4.05 = 1.754 eV.

Diagonalization gives, without the field:

energy (eV) | strength | p1/2-hole weight
−2.74 | 0.007 | 0.01
0.36 | 0.397 | 0.06
5.94 | 0.596 | 0.93

The upper two are the main L3 and L2 lines, 5.58 eV or 8.94 × 10⁻¹⁹ J apart. Without Coulomb terms the hole j is sharp, and the line with the p1/2 hole would carry v_1² = 1/3 of the strength. The L2 line here carries 0.596, and the excess is therefore a Coulomb effect in this model.

With the field:

energy (eV) | strength | p1/2-hole weight
−3.35 | 0.005 | 0.01
−2.58 | 0.009 | 0.01
−1.54 | 0.065 | 0.00
−1.10 | 0.015 | 0.01
0.80 | 0.293 | 0.07
4.23 | 0.167 | 0.96
6.47 | 0.446 | 0.95

All seven strengths are nonzero, which completes the argument. Two lines have mainly p1/2 character, as expected from the two states v and v′.

A useful check is the strength-weighted mean energy, Σ_n E_n|⟨1P|n⟩|² = ⟨1P|H|1P⟩ = −F2/5 + 4G1/3. Neither spin-orbit coupling nor V contributes to this element, so the mean is 3.667 eV in both symmetries.

**When lines disappear**

For the example's ζp, ζd and F2 = 5 eV, D = 6.08 eV³, safely nonzero. Keeping the ζ values and setting D = 0 gives

F2 = 5ζpζd(3ζp − 5ζd)/[2(ζp − 3ζd)(ζp − ζd)] = 0.386 eV,

where one spherical line has zero strength and two remain.

Other limits follow from what can still mix. With no spin-orbit coupling, only singlets are reached: one line, or two with the field (the two T1 singlets). With ζp and the field alone, the energies are sums of a hole energy and an electron energy: two lines, or 2 × 2 = 4. Setting just ζd = 0 in the example still leaves three and seven, so the 3d spin-orbit coupling is not essential.

These are counts of levels with nonzero strength. A measured spectrum may show fewer peaks, since weak or close lines merge once broadening is included, and a field of lower symmetry, such as a tetragonal distortion, can add more. Charge transfer lies outside this model, and the counts say nothing about it.

The numerical check diagonalizes all 60 six-electron determinants, with angular integrals done by quadrature, and agrees with the small matrices in energies, strengths and hole weights.

Calculated quantities

```
F2, G1, G3 = 5.0, 3.5, 2.0 eV
zeta_p, zeta_d, 10Dq = 4.0, 0.05, 2.0 eV
number of levels with J = 0,1,2,3,4: [1, 3, 4, 3, 1]
number of T1u levels: 7
J=1 matrix in eV, order 1P 3P 3D:
    3.66667   1.36118   2.41887
    1.36118  -2.03750   1.75370
    2.41887   1.75370   1.93750
cubic-field matrix / Dq, order 1P1 3P1 3D1 1F3 3F3 3D3 3F4:
    0.0000   0.0000   0.0000   4.8990   0.0000   0.0000   0.0000
    0.0000   0.0000   0.0000   0.0000   3.0000   0.0000   3.8730
    0.0000   0.0000   0.0000   0.0000   2.8868   3.2660  -2.2361
    4.8990   0.0000   0.0000   2.0000   0.0000   0.0000   0.0000
    0.0000   3.0000   2.8868   0.0000   0.3333   2.3570   1.2910
    0.0000   0.0000   3.2660   0.0000   2.3570  -1.3333  -1.8257
    0.0000   3.8730  -2.2361   0.0000   1.2910  -1.8257   1.0000
spherical lines: energy (eV), strength, 2p1/2-hole weight
    -2.7355  0.006943  0.0138
     0.3613  0.396803  0.0610
     5.9409  0.596254  0.9252
octahedral lines: energy (eV), strength, 2p1/2-hole weight
    -3.3508  0.005050  0.0092
    -2.5816  0.008923  0.0065
    -1.5442  0.064854  0.0023
    -1.1042  0.015402  0.0095
     0.8012  0.293045  0.0661
     4.2310  0.167209  0.9597
     6.4678  0.445516  0.9468
mean energy, spherical and octahedral: 3.6667, 3.6667 eV
separation of two strongest spherical lines: 5.5796 eV = 8.9395e-19 J
determinant D: 6.0763 eV^3
F2 at which one spherical line vanishes: 0.3863 eV
number of spherical lines at that F2: 2
lines, no spin-orbit: spherical 1, octahedral 2
lines, only zeta_p: spherical 2, octahedral 4
lines, zeta_d = 0: spherical 3, octahedral 7
strength ratios of new lines when a weak field doubles: 4.000 4.000 4.000 3.999
```
